**Kirk-effect onset and induced base width: numerical test**

The program tests $J_K=qv_s[N_c+2\varepsilon V/(qW_c^2)]$ and $W_{CIB}=W_c\{1-\sqrt{(J_K-qv_sN_c)/(J-qv_sN_c)}\}$ for $J\ge J_K$. Here $J$ is the current density, $v_s$ the saturated electron velocity, $N_c$ the collector doping, $W_c$ the collector width, $V$ the total collector drop, $\varepsilon$ the permittivity and $q$ the elementary charge. A quadrature with field-dependent velocity asserts that the onset approaches $J_K$ as mobility rises, with a relative difference below 0.5% at $10^5$ cm²/(V s). A separate Poisson and drift-diffusion solution with mobile holes asserts the movement of the field peak, the field slopes, and agreement of the induced width with the formula to within 5% of $W_c$ at mobility $10^4$ cm²/(V s). It also asserts near-neutrality and the electron-gradient law at one point in the induced base, and a voltage drop up to its edge below 5% of $V$. For the example, $J_K$ is 13.3 kA/cm² and the formula gives an induced width of 0.67 µm at $1.5J_K$. The full solution gives 0.69 µm at mobility $10^4$ and 0.79 µm at $10^3$ cm²/(V s), which shows the cost of assuming saturated velocity throughout the drift layer.

## Check in Python

```python
"""Kirk effect in an npn collector: test of the regional results
    J_K   = q vs (Nc + 2 eps V/(q Wc^2))
    W_CIB = Wc (1 - sqrt((J_K - q vs Nc)/(J - q vs Nc))),  J > J_K.
Nc: collector donor density, Wc: collector width, V: total potential drop,
vs: saturated electron velocity, eps: permittivity, J: current density
magnitude, W_CIB: current-induced base width. Lengths are in cm.
Independent roads: (1) quadrature with a field-dependent velocity;
(2) Poisson plus electron drift-diffusion, with holes in Boltzmann
equilibrium with the base, solved by Newton iteration.
F = d(psi)/dx is positive when it drives electrons toward the subcollector.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = constants.e
temperature = 300.0
VT = constants.k * temperature / q
eps_r = 12.0
eps = eps_r * constants.epsilon_0 * 1e-2      # F/cm
vs = 1e7                                      # cm/s
Nc = 5e15                                     # cm^-3
Wc = 2e-4                                     # cm
V = 10.0                                      # V
NA = 1e18                                     # base acceptors, cm^-3
WB = 1e-5                                     # base width, cm

J_doping = q * vs * Nc
J_voltage = 2 * eps * vs * V / Wc**2
J_K = q * vs * (Nc + 2 * eps * V / (q * Wc**2))


def induced_width(J):
    return Wc * (1 - math.sqrt((J_K - J_doping) / (J - J_doping)))


# ---- Road 1: onset with finite mobility, zero field at the junction ----
def onset_by_quadrature(mobility):
    Fc = vs / mobility

    def dx_dF(F, J):
        v = mobility * F / math.sqrt(1 + (F / Fc)**2)
        return eps * v / (J - q * Nc * v)

    def integral(function, F_end):
        split = min(Fc, 0.5 * F_end)
        split2 = min(10 * Fc, 0.75 * F_end)
        edges = [0.0, split, split2, F_end]
        return sum(quad(function, a, b, epsabs=0, epsrel=1e-9)[0]
                   for a, b in zip(edges[:-1], edges[1:]))

    def voltage(J):
        F_end = brentq(lambda f: integral(lambda F: dx_dF(F, J), f) / Wc - 1,
                       1.0, 1e6, rtol=1e-10)
        return integral(lambda F: F * dx_dF(F, J), F_end)

    return brentq(lambda J: voltage(J) - V, 1.01 * J_doping, 1.2 * J_K,
                  rtol=1e-8)


# ---- Road 2: full solution with mobile holes ----
N0 = 1e16                                     # density scale, cm^-3
x = np.concatenate([np.linspace(-WB, 0, 51),
                    np.linspace(0, 1e-5, 51)[1:],
                    np.linspace(1e-5, Wc, 381)[1:]])
h = np.diff(x)
cell = 0.5 * (h[1:] + h[:-1])
doping = np.where(x < 0, -NA, Nc) / N0
doping[50] = 0.5 * (Nc - NA) / N0             # node on the junction


def bernoulli(z):
    small = np.abs(z) < 1e-3
    safe = np.where(small, 1.0, z)
    return np.where(small, 1 - z / 2 + z * z / 12, safe / np.expm1(safe))


def residual(y, J, mobility):
    """y interleaves psi/VT and ln(n/N0)."""
    u, w = y[0::2], y[1::2]
    n = np.exp(w)
    p = NA / N0 * np.exp(-u)
    d = np.diff(u)
    local_mobility = mobility / np.sqrt(1 + (mobility * d * VT / h / vs)**2)
    flux = local_mobility * VT / h * N0 * (n[:-1] * bernoulli(-d)
                                           - n[1:] * bernoulli(d))
    excess = n - p - doping
    r = np.empty_like(y)
    r[1:-1:2] = q * flux / J - 1
    r[-1] = w[-1] - w[-2]
    r[2:-2:2] = eps * VT / (q * N0) * np.diff(d / h) / cell - excess[1:-1]
    r[0] = excess[0]
    r[-2] = u[-1] - V / VT
    return r


def newton(y_start, J, mobility):
    y = y_start.copy()
    size = y.size
    tiny = 1e-30
    for _ in range(150):
        band = np.zeros((7, size))
        for color in range(7):
            shifted = y.astype(complex)
            shifted[color::7] += 1j * tiny
            derivative = residual(shifted, J, mobility).imag / tiny
            columns = np.arange(color, size, 7)
            for offset in range(-3, 4):
                rows = columns + offset
                ok = (rows >= 0) & (rows < size)
                band[3 + offset, columns[ok]] = derivative[rows[ok]]
        try:
            step = solve_banded((3, 3), band, -residual(y, J, mobility))
        except (ValueError, np.linalg.LinAlgError):
            return None
        largest = np.max(np.abs(step))
        if not np.isfinite(largest):
            return None
        y = y + step * min(1.0, 3.0 / max(largest, 1e-300))
        if largest < 1e-7:
            return y
    return None


def full_model(mobility, ratios):
    """States at J = ratio*J_K, reached by raising the current."""
    ratio = 0.5
    J = ratio * J_K
    slope = (J / vs - q * Nc) / eps
    xc = np.maximum(x, 0)
    y = np.empty(2 * x.size)
    y[0::2] = ((V / Wc - slope * Wc / 2) * xc + slope * xc**2 / 2) / VT
    y[1::2] = np.log((J / (q * vs)
                      + J * np.maximum(-x, 0) / (q * mobility * VT)) / N0)
    y = newton(y, J, mobility)
    assert y is not None, "no starting solution"
    states = {}
    advance = 0.05
    for target in ratios:
        while ratio < target - 1e-12:
            trial = min(target, ratio + advance)
            new = newton(y, trial * J_K, mobility)
            if new is None:
                advance /= 2
                assert advance > 1e-4, "current continuation stalled"
            else:
                y, ratio = new, trial
                advance = min(0.05, 1.5 * advance)
        psi = VT * y[0::2]
        states[target] = dict(psi=psi, n=N0 * np.exp(y[1::2]),
                              p=NA * np.exp(-psi / VT), F=np.diff(psi) / h)
    return states


def hole_edge(state, J):
    """Last position where p is half the net drift-region charge density."""
    half = 0.5 * (J / (q * vs) - Nc)
    i = np.nonzero(state["p"] > half)[0][-1]
    lp = np.log(state["p"][i:i + 2] / half)
    return x[i] + h[i] * lp[0] / (lp[0] - lp[1])


print(f"relative permittivity: {eps_r:.1f}")
print(f"saturated velocity: {vs:.2e} cm/s")
print(f"collector doping Nc: {Nc:.2e} cm^-3")
print(f"collector width Wc: {Wc*1e4:.2f} um")
print(f"total collector drop V: {V:.2f} V")
print(f"temperature: {temperature:.0f} K; kT/q: {VT*1e3:.2f} mV")
print(f"full-model base: {NA:.1e} cm^-3, {WB*1e4:.2f} um")
print(f"2 eps V/(q Wc^2): {J_voltage/(q*vs):.4e} cm^-3")
print(f"q vs Nc: {J_doping:.1f} A/cm^2")
print(f"voltage part of J_K: {J_voltage:.1f} A/cm^2")
print(f"J_K: {J_K:.1f} A/cm^2 = {J_K*1e-2:.2f} uA/um^2"
      if False else f"J_K: {J_K:.1f} A/cm^2 = {J_K*1e-3:.3f} kA/cm^2")
print(f"onset peak field 2V/Wc: {2*V/Wc:.3e} V/cm")

onset_errors = []
for mobility in (1e3, 1e4, 1e5):
    J_num = onset_by_quadrature(mobility)
    onset_errors.append(abs(J_num / J_K - 1))
    print(f"mobility {mobility:.0e} cm^2/Vs: Fc {vs/mobility:.0e} V/cm, "
          f"onset/J_K {J_num/J_K:.4f}")
assert onset_errors[0] > onset_errors[1] > onset_errors[2]
assert onset_errors[2] < 0.005

ratios = (0.5, 0.8, 1.2, 1.5, 2.0)
slow = full_model(1e3, ratios)
fast = full_model(1e4, ratios)
midpoints = 0.5 * (x[1:] + x[:-1])

# Field peak moves from the junction to the subcollector.
for ratio in (0.5, 0.8):
    F = fast[ratio]["F"]
    peak = midpoints[np.argmax(F)]
    slope = (ratio * J_K / vs - q * Nc) / eps
    F_mid = np.interp([0.3 * Wc, 0.9 * Wc], midpoints, F)
    slope_num = (F_mid[1] - F_mid[0]) / (0.6 * Wc)
    print(f"J/J_K {ratio:.1f}: peak at {peak*1e4:.3f} um, "
          f"F(0) formula {V/Wc-slope*Wc/2:.3e} V/cm")
    print(f"  field slope: formula {slope:.3e}, full {slope_num:.3e} V/cm^2")
    assert abs(slope_num / slope - 1) < 0.05
    assert peak < 0.1 * Wc if ratio == 0.5 else peak > 0.9 * Wc

# Below onset only a short hole tail enters the collector.
tail = hole_edge(fast[0.8], 0.8 * J_K)
print(f"hole tail at 0.8 J_K, mobility 1e4: {tail*1e4:.3f} um")
assert tail < 0.06 * Wc

# Induced base width above onset.
for ratio in (1.2, 1.5, 2.0):
    J = ratio * J_K
    W = induced_width(J)
    W_fast, W_slow = hole_edge(fast[ratio], J), hole_edge(slow[ratio], J)
    print(f"J/J_K {ratio:.1f}: J {J:.1f} A/cm^2, W_CIB {W*1e4:.3f} um")
    print(f"  full model: {W_fast*1e4:.3f} um (mobility 1e4), "
          f"{W_slow*1e4:.3f} um (1e3)")
    assert abs(W_fast - W) < 0.05 * Wc
    assert abs(W_fast - W) < abs(W_slow - W)

# Edge field of the shortened drift layer.
J = 1.5 * J_K
F_formula = 2 * V / (Wc - induced_width(J))
F_full = fast[1.5]["F"][-1]
print(f"F(Wc) at 1.5 J_K: formula {F_formula:.3e}, full {F_full:.3e} V/cm")
assert abs(F_full / F_formula - 1) < 0.05

# Neutrality and diffusion law in the middle of the induced base.
state = slow[1.5]
middle = int(np.argmin(np.abs(x - 0.5 * hole_edge(state, J))))
n_mid, p_mid = state["n"][middle], state["p"][middle]
imbalance = abs(n_mid - p_mid - Nc) / n_mid
gradient = np.gradient(state["n"], x)[middle]
gradient_law = -J / (q * 1e3 * VT * (1 + n_mid / p_mid))
print("middle of induced base, 1.5 J_K, mobility 1e3:")
print(f"  x {x[middle]*1e4:.3f} um, n {n_mid:.3e}, p {p_mid:.3e} cm^-3")
print(f"  |n-p-Nc|/n: {imbalance:.2e}")
print(f"  dn/dx: law {gradient_law:.3e}, full {gradient:.3e} cm^-4")
assert imbalance < 0.01
assert abs(gradient / gradient_law - 1) < 0.02

# The induced base takes only a small part of the total drop.
for name, state in (("1e4", fast[1.5]), ("1e3", slow[1.5])):
    drop = np.interp(hole_edge(state, J), x, state["psi"]) - state["psi"][0]
    print(f"drop up to induced edge, 1.5 J_K, mobility {name}: {drop:.3f} V")
    assert drop < 0.05 * V

print("no test failed")
```

Printed output:

```
relative permittivity: 12.0
saturated velocity: 1.00e+07 cm/s
collector doping Nc: 5.00e+15 cm^-3
collector width Wc: 2.00 um
total collector drop V: 10.00 V
temperature: 300 K; kT/q: 25.85 mV
full-model base: 1.0e+18 cm^-3, 0.10 um
2 eps V/(q Wc^2): 3.3158e+15 cm^-3
q vs Nc: 8010.9 A/cm^2
voltage part of J_K: 5312.5 A/cm^2
J_K: 13323.4 A/cm^2 = 13.323 kA/cm^2
onset peak field 2V/Wc: 1.000e+05 V/cm
mobility 1e+03 cm^2/Vs: Fc 1e+04 V/cm, onset/J_K 0.8815
mobility 1e+04 cm^2/Vs: Fc 1e+03 V/cm, onset/J_K 0.9870
mobility 1e+05 cm^2/Vs: Fc 1e+02 V/cm, onset/J_K 0.9987
J/J_K 0.5: peak at 0.001 um, F(0) formula 6.270e+04 V/cm
  field slope: formula -1.270e+08, full -1.268e+08 V/cm^2
J/J_K 0.8: peak at 1.998 um, F(0) formula 2.508e+04 V/cm
  field slope: formula 2.492e+08, full 2.494e+08 V/cm^2
hole tail at 0.8 J_K, mobility 1e4: 0.051 um
J/J_K 1.2: J 15988.1 A/cm^2, W_CIB 0.368 um
  full model: 0.404 um (mobility 1e4), 0.552 um (1e3)
J/J_K 1.5: J 19985.1 A/cm^2, W_CIB 0.668 um
  full model: 0.693 um (mobility 1e4), 0.787 um (1e3)
J/J_K 2.0: J 26646.8 A/cm^2, W_CIB 0.932 um
  full model: 0.949 um (mobility 1e4), 1.007 um (1e3)
F(Wc) at 1.5 J_K: formula 1.501e+05, full 1.487e+05 V/cm
middle of induced base, 1.5 J_K, mobility 1e3:
  x 0.395 um, n 9.765e+16, p 9.254e+16 cm^-3
  |n-p-Nc|/n: 1.11e-03
  dn/dx: law -2.348e+21, full -2.350e+21 cm^-4
drop up to induced edge, 1.5 J_K, mobility 1e4: 0.145 V
drop up to induced edge, 1.5 J_K, mobility 1e3: 0.147 V
no test failed
```
